# Which symmetries do restricted Hartree-Fock instabilities break?

Take a carbon atom in the minimal STO-3G basis and put its two 2p electrons, with opposite spins, into the real orbital $p_x$. This determinant is a stationary point of the restricted Hartree-Fock (RHF) energy. If both electrons are moved into $p_+=(p_x+ip_y)/\sqrt2$, the energy falls by 0.987 eV. If one is moved into $p_+$ and the other into $p_-=(p_x-ip_y)/\sqrt2$, it again falls by 0.987 eV. The first state has the orbital angular momentum component $L_z=2\hbar$; in the second, the mean of every component is zero. They have broken different symmetries at the same gain in energy. The size of the gain depends on the basis: in aug-cc-pVTZ, with the orbitals reoptimized, it is 0.73 eV, again the same for both states. The theorem below explains why.

## Assumptions and statement

The Hamiltonian is non-relativistic and spin-independent, without a magnetic field:
$$\hat H=\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}+\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},$$
$$(pq|rs)=\iint\phi_p^*(\mathbf r)\phi_q(\mathbf r)\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}\phi_r^*(\mathbf r')\phi_s(\mathbf r')\,d^3r\,d^3r'.$$
The orbitals are real and orthonormal, so $h$ is real symmetric and $(pq|rs)=(qp|rs)=(pq|sr)=(rs|pq)$. Occupied orbitals are $i,j,k$, each holding two electrons; virtual orbitals are $a,b$; $p,q,r,s$ are general. The reference is stationary and its orbitals are canonical: the Fock matrix
$$F_{pq}=h_{pq}+\sum_k\big[2(pq|kk)-(pk|kq)\big]$$
is diagonal, with entries $\varepsilon_p$. Write $\Delta_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}$.

A rotation of the determinant at fixed electron number is $e^{\theta\Lambda}$ with $\Lambda=Z-Z^\dagger$. The matrix $Z$ leads from occupied to virtual spin orbitals. Any $2\times2$ spin block is a combination of $\sigma^0=1$ and the Pauli matrices, so
$$Z_{a\sigma,i\tau}=\frac1{\sqrt2}\sum_{\mu=0,x,y,z}z^\mu_{ia}\,\sigma^\mu_{\sigma\tau},\qquad z^\mu=u^\mu+iv^\mu,$$
with real $u^\mu,v^\mu$. The part $\mu=0$ is singlet, the other three are triplet.

**Theorem.** (a) The energy of the rotated determinant is $E(\theta)=E_0+\theta^2E_2+O(\theta^3)$ with
$$E_2=u^0\!\cdot S_+u^0+\sum_{\mu\ne0}u^\mu\!\cdot T_+u^\mu+\sum_{\mu}v^\mu\!\cdot Mv^\mu ,$$
$$S_+=\Delta+4(ia|jb)-(ij|ab)-(ib|ja),$$
$$T_+=\Delta-(ij|ab)-(ib|ja),$$
$$M=\Delta-(ij|ab)+(ib|ja).$$
Here $S_+$ and $T_+$ are the singlet and triplet $A+B$ of the response problem, and $M$ is $A-B$ for both.

(b) For a given $v$, the imaginary singlet rotation and the imaginary triplet rotation about any one spin axis have equal energies at every angle $\theta$.

(c) The rotations affect spin rotation and time reversal as follows.

| Rotation | Matrix | Spin rotation | Time reversal |
|---|---|---|---|
| real singlet | $S_+$ | kept | kept |
| real triplet | $T_+$ | broken | broken |
| imaginary singlet | $M$ | kept | broken |
| imaginary triplet | $M$ | broken | kept |

A negative eigenvalue of a matrix means that the corresponding rotation lowers the energy: the reference is unstable. A negative eigenvalue of $S_+$ therefore need not break any symmetry. It breaks a spatial one if the mode is not invariant under the spatial symmetry group of the reference. The other modes may break spatial symmetry in addition to what the table lists.

## Lemma 1: the second variation

Let $P_{p\sigma,q\tau}=\langle a^\dagger_{q\tau}a_{p\sigma}\rangle$ and $D_{pq}=\sum_\sigma P_{p\sigma,q\sigma}$. For any single determinant, Wick's theorem gives
$$E[P]=\sum_{pq} h_{pq}D_{qp}+\tfrac12\sum(pq|rs)D_{qp}D_{sr}-\tfrac12\sum(pq|rs)P_{s\tau,p\sigma}P_{q\sigma,r\tau}.$$
Call the last two terms together $W[P]$. They are quadratic in $P$, so for a change $\delta$ from the reference $P_0$,
$$E[P_0+\delta]=E_0+\mathrm{Tr}\,F\delta+W[\delta].$$

The rotated density matrix is $P=e^{\theta\Lambda}P_0e^{-\theta\Lambda}=P_0+\theta P_1+\theta^2P_2+\dots$. Since $P_0$ projects on occupied orbitals, $ZP_0=Z$, $P_0Z=0$, $Z^\dagger P_0=0$ and $P_0Z^\dagger=Z^\dagger$. Hence
$$P_1=[\Lambda,P_0]=Z+Z^\dagger .$$
With $Z^2=0$ the next order is
$$P_2=\tfrac12[Z-Z^\dagger,Z+Z^\dagger]=ZZ^\dagger-Z^\dagger Z .$$

The first-order energy $\mathrm{Tr}\,FP_1$ vanishes because $F_{ia}=0$. At second order $E_2=\mathrm{Tr}\,FP_2+W[P_1]$.

**Gap term.** Because $\mathrm{Tr}\,\sigma^\mu\sigma^\nu=2\delta_{\mu\nu}$, the factor $1/2$ from the two $Z$ matrices cancels, and
$$\mathrm{Tr}\,FP_2=\sum_\mu\sum_{ia}(\varepsilon_a-\varepsilon_i)|z^\mu_{ia}|^2=\sum_\mu\big(u^\mu\!\cdot\Delta u^\mu+v^\mu\!\cdot\Delta v^\mu\big).$$

**Hartree term.** The Pauli matrices are Hermitian, so $P_1=\frac1{\sqrt2}\sum_\mu x^\mu\otimes\sigma^\mu$ with $x^\mu_{ai}=z^\mu_{ia}$, $x^\mu_{ia}=z^{\mu*}_{ia}$ and all other entries zero. The spin sum keeps $\mu=0$ and gives $D_1=\sqrt2\,x^0$. The Hartree energy is then $\sum(pq|rs)x^0_{qp}x^0_{sr}$. For each pair the two orders of the indices combine, since $(ia|rs)=(ai|rs)$ for real orbitals:
$$(ia|rs)z^0_{ia}+(ai|rs)z^{0*}_{ia}=2(ia|rs)u^0_{ia}.$$
Doing this on both sides gives $4\sum(ia|jb)u^0_{ia}u^0_{jb}$. The imaginary part $v^0$ has dropped out: it produces no first-order charge density.

**Exchange term.** The spin sum is again $\frac12\mathrm{Tr}\,\sigma^\mu\sigma^\nu=\delta_{\mu\nu}$, which leaves $-\frac12\sum(pq|rs)x^\mu_{sp}x^\mu_{qr}$. Each factor $x$ has two kinds of entry, so there are four terms. Omitting $\mu$,
$$-\tfrac12\sum\Big[(ib|ja)\big(z_{ia}z_{jb}+z^*_{ia}z^*_{jb}\big)+(ij|ab)\big(z_{ia}z^*_{jb}+z^*_{ia}z_{jb}\big)\Big].$$
The brackets equal $2(u_{ia}u_{jb}-v_{ia}v_{jb})$ and $2(u_{ia}u_{jb}+v_{ia}v_{jb})$. The exchange energy is therefore
$$-u\cdot[(ij|ab)+(ib|ja)]u-v\cdot[(ij|ab)-(ib|ja)]v .$$

Adding the three terms gives part (a). No cross terms remain between different $\mu$, or between $u$ and $v$, so the list covers all rotations at fixed electron number. $\square$

**Connection with $A$ and $B$.** The response matrices are
$$A^S=\Delta+2(ia|jb)-(ij|ab),\qquad B^S=2(ia|jb)-(ib|ja),$$
$$A^T=\Delta-(ij|ab),\qquad B^T=-(ib|ja).$$
Sums and differences reproduce $S_+$, $T_+$ and $M$. In particular the Hartree terms cancel in $A^S-B^S$, so $A^S-B^S=A^T-B^T=M$.

For complex orbitals the Hartree terms are $2(ai|jb)$ in $A^S$ and $2(ai|bj)$ in $B^S$, and these can differ. Replacing one virtual $\phi_a$ by $i\phi_a$ leaves the diagonal element $2(ai|ia)$ unchanged but reverses the sign of $2(ai|ai)$. The singlet and triplet $A-B$ then differ there by $4(ia|ia)$, with the integral taken over the original real orbitals. For water in the STO-3G basis, changing the lowest virtual orbital in this way makes a largest difference of 11.1 eV, on the diagonal. Off-diagonal elements involving $\phi_a$ differ too, and the size depends on the basis: in cc-pVDZ the largest difference is 6.0 eV and lies off the diagonal. The energy surface is the same; real and imaginary rotations of that orbital have exchanged names.

## Lemma 2: equality at every angle

For a purely imaginary amplitude $z=iv$, the generator is $\Lambda=iY\otimes\sigma/\sqrt2$, where $Y$ is real symmetric with $Y_{ai}=Y_{ia}=v_{ia}$. Let $U=\exp(i\theta Y/\sqrt2)$. The singlet rotation applies $U$ to both spins. The triplet rotation with $\sigma^z$ applies $U$ to spin up and $\exp(-i\theta Y/\sqrt2)=U^*$ to spin down. If the spin-up density matrix is $Q$, the spin-down one is $Q$ in the first case and $Q^*$ in the second.

Replacing $Q$ by $Q^*$ for one spin changes no part of the energy:

- The one-electron energy $\mathrm{Tr}\,hQ$ is real and $h$ is real, so $\mathrm{Tr}\,hQ^*=\mathrm{Tr}\,hQ$.
- The Hartree energy contains $\sum_{pq}(pq|rs)Q_{qp}$. As $Q$ is Hermitian and $(pq|rs)$ is symmetric in $p,q$, only $\mathrm{Re}\,Q$ contributes.
- Exchange acts within each spin here. Its energy is real and its integrals are real, so it too is unchanged by conjugation.

The energies are equal for every $\theta$. A spin rotation turns $\sigma^z$ into any other axis and leaves both the Hamiltonian and the closed-shell reference unchanged, so the result holds for every axis. This proves (b). Since the second derivatives agree for every $v$, it also proves again that the two symmetric matrices $A-B$ are equal. $\square$

## Lemma 3: the symmetries

Time reversal acts as $P\to\sigma^yP^*\sigma^y$, and on $\Lambda$ in the same way. It leaves $P_0$ unchanged. One has $\sigma^y(\sigma^\mu)^*\sigma^y=+\sigma^\mu$ for $\mu=0$ and $-\sigma^\mu$ for a Pauli matrix. Conjugation of the orbital factor of $\Lambda$ gives $+1$ for a real and $-1$ for an imaginary amplitude. The product of the two signs is $+1$ for real singlet and imaginary triplet rotations: $\Lambda$, and hence $P(\theta)$, is unchanged. For the other two it is $-1$, so that $P(\theta)\to P(-\theta)$. This differs from $P(\theta)$ at small nonzero $\theta$ because $P_1\ne0$.

A singlet generator commutes with all spin rotations. For a triplet along $z$, $P_1\propto x\otimes\sigma^z$ commutes with rotations about $z$ but not about $x$ or $y$. This completes (c). $\square$

The physical content can be read from $\sum_{pq}x_{pq}\phi_p(\mathbf r)\phi_q(\mathbf r')$. For real amplitudes it is symmetric in $\mathbf r,\mathbf r'$ and can have a nonzero diagonal, a density. For imaginary ones it is imaginary and antisymmetric; its diagonal vanishes, but it can carry a current. To first order in $\theta$, the four rows of the table thus describe changes of charge density, spin density, charge current and spin current. At second order an imaginary rotation can change the charge density as well, as the carbon example below shows. A spin current survives time reversal because both the spin and the velocity change sign.

The water molecule shows the pattern of part (a). For one randomly chosen unit vector of amplitudes, a finite-difference evaluation of $E_2$ from energies of rotated determinants gives 37.43 eV for the real singlet and 28.17 eV for the real triplet. Both imaginary rotations give 32.52 eV. The values themselves depend strongly on the vector chosen; the equality of the two imaginary curvatures does not.

## Corollary: a single pair

If there is one occupied and one virtual orbital, write $J=(ii|aa)$ and $K=(ia|ia)$. Then
$$S_+=\Delta+3K-J,\qquad T_+=\Delta-K-J,\qquad M=\Delta+K-J=\tfrac12(S_++T_+).$$
$K$ is the self-repulsion of a real charge cloud, so $K\ge0$ and $T_+\le M\le S_+$. With one pair, a complex instability is therefore accompanied by a real triplet one. In general $\tfrac12(S_++T_+)-M=2(ia|jb)-2(ib|ja)$, which vanishes when $i=j$ or $a=b$. With only one occupied or only one virtual orbital the mean rule therefore holds for the whole matrices, and $M-T_+=2(ia|jb)$ is positive semidefinite, since $u\cdot(ia|jb)u$ is the self-repulsion of the real charge $\sum u_{ia}\phi_i\phi_a$. An instability of $M$ alone thus needs at least two occupied and two virtual orbitals, where the elements with $i\ne j$ and $a\ne b$ need not obey the mean rule. In water the mean of the two real curvatures is $(37.43+28.17)/2=32.80$ eV, not 32.52 eV.

## Consequence for the response frequencies

The response equations are $AX+BY=\hbar\omega X$ and $BX+AY=-\hbar\omega Y$. Their sum and difference are
$$(A+B)(X+Y)=\hbar\omega(X-Y),\qquad(A-B)(X-Y)=\hbar\omega(X+Y),$$
and therefore
$$(A-B)(A+B)(X+Y)=(\hbar\omega)^2(X+Y).$$
If $A-B$ is positive definite, the product is similar to $(A-B)^{1/2}(A+B)(A-B)^{1/2}$. By Sylvester's law this symmetric matrix has as many negative eigenvalues as $A+B$. Each gives one pair of imaginary frequencies. If both matrices have negative eigenvalues, this conclusion is lost, as carbon will show.

In the Bethe-Salpeter equation with a static, real screened interaction, $(ij|ab)$ and $(ib|ja)$ are replaced by screened integrals, while the Hartree terms stay unscreened. They cancel as before, so singlet and triplet $A-B$ still coincide. The gaps then come from quasiparticle energies, and the matrices are not automatically second derivatives of a determinant's energy. The classification as energy instabilities does not carry over without a further argument.

## Three unstable references

All values below are Hartree-Fock results in small bases. They omit electron correlation and illustrate the theorem rather than predict measured energies.

**Stretched H$_2$: spin density.** In the 6-31G basis a root search places the zero of the lowest $T_+$ eigenvalue at 1.191 Å (1.215 Å in the larger cc-pVTZ basis). At 0.9 times this length, an unrestricted calculation started from a spin-polarized determinant returns to the RHF energy. At 1.1 times this length it ends 0.109 eV lower. At 2.0 Å the lowest eigenvalues are

- $S_+$: 11.48 eV
- $T_+$: −6.55 eV
- $M$: 2.94 eV

Only the real triplet is unstable. The unrestricted solution lies 2.30 eV below RHF and has $\langle\hat S^2\rangle=0.906\,\hbar^2$, against zero for a singlet. It is no longer a pure spin state. In cc-pVTZ the three eigenvalues are 9.65, −6.05 and 2.87 eV and the gain is 2.14 eV, so the signs are the same.

Because $M$ is positive definite, the one negative eigenvalue of $T_+$ must give one imaginary pair, and the response problem yields $|\mathrm{Im}\,\hbar\omega|=4.41$ eV. If the lowest eigenvectors of $T_+$ and $M$ were the same, this would equal $\sqrt{6.546\times2.936}=4.38$ eV. The small difference shows that they are not quite the same; their overlap is 0.994. In cc-pVTZ the imaginary frequency is 4.24 eV.

**Square H$_4$: charge density.** Number the atoms around a square of side 1.6 Å, with one 1s function $\chi_n$ on each (STO-3G). Besides the lowest orbital, let the combination $\chi_1-\chi_3$ be doubly occupied. The density is symmetric under the reflection that exchanges atoms 1 and 3. The lowest eigenvalues are $-4.82$ eV for $S_+$, $-5.13$ eV for $T_+$ and $-4.98$ eV for $M$, so this reference is unstable in all classes.

These values obey the mean rule, $(-4.82-5.13)/2=-4.98$ eV, and there is a reason. With respect to the two reflections through the atoms, the occupied orbitals are even-even and odd-even, and the virtual ones are even-odd and even-even. The four possible pairs have four different symmetries, so the matrices are diagonal and each pair stands alone and obeys the mean rule. The three lowest eigenvalues then obey it whenever they belong to the same pair.

Following the $S_+$ mode and converging again gives another RHF solution, 2.41 eV lower. The spin-summed density-matrix elements between neighbouring 1s functions were equal, $D_{12}=D_{23}=0.32$. They become $D_{12}=0.87$ and $D_{23}=-0.21$. The reflection exchanging atoms 1 and 3 is broken, while the state remains a real closed shell, with spin rotation and time reversal intact. Its lowest $S_+$ eigenvalue is 4.63 eV, so it is a local minimum among real closed-shell determinants. It is still unstable in the other classes: its lowest $T_+$ and $M$ eigenvalues are $-9.43$ and $-0.16$ eV. These numbers depend strongly on the basis. In cc-pVDZ the symmetric reference has lowest eigenvalues $-2.2$ eV ($S_+$), $-3.4$ eV ($T_+$) and $-2.7$ eV ($M$), the pairs no longer stand alone, so the mean rule is not exact, and the new solution lies 1.1 eV lower.

**Carbon $p_x^2$: currents.** The STO-3G basis has one set of 2p functions with a common radial part. Let $J=(xx|xx)$, $J'=(xx|yy)$ and $K=(xy|xy)$. The orbital $(p_x+p_y)/\sqrt2$ is a rotated $p_x$ and must have the same self-repulsion. Its density is $\frac12(xx+yy)+xy$, and the cross terms vanish by reflection, so
$$J=\tfrac12(J+J')+K\quad\Rightarrow\quad J-J'=2K .$$
The 1s and 2s shells act equally on $p_x$ and $p_y$. The two $p_x$ electrons contribute $2J-J=J$ to $\varepsilon_x$ and $2J'-K$ to $\varepsilon_y$, hence $\Delta=2J'-K-J$. The pair $p_x\to p_y$ is odd in both $x$ and $y$ and mixes with no other pair in this basis. The single-pair formulas, with $J'$ as the integral $(ii|aa)$, give
$$S_+=J'-J+2K=0,\qquad T_+=J'-J-2K=-4K,\qquad M=J'-J=-2K .$$
The computed $K=0.987$ eV gives $-3.95$ eV for $T_+$ and $-1.97$ eV for $M$, which are the lowest eigenvalues of the full matrices. In aug-cc-pVTZ the lowest eigenvalues are $-3.58$ and $-1.46$ eV. The zero of $S_+$ is the free rotation of the atom: turning $p_x$ toward $p_y$ costs nothing.

Now follow the imaginary rotation to the orbital $\cos\alpha\,p_x+i\sin\alpha\,p_y$. Its density is $\cos^2\!\alpha\,xx+\sin^2\!\alpha\,yy$, without a cross term. The repulsion of the two electrons is
$$(\cos^4\!\alpha+\sin^4\!\alpha)J+2\sin^2\!\alpha\cos^2\!\alpha\,J'=J-K\sin^2 2\alpha ,$$
and the remaining energy is unchanged. At $\alpha=45^\circ$ the gain is $K=0.987$ eV, the opening number. If the second electron takes the conjugate orbital, its density is the same, and so is the gain. With both electrons in $p_+$ the $z$ components of the orbital angular momenta add to $2\hbar$, which breaks time reversal. In $p_+$ and $p_-$ these components cancel, but they are tied to opposite spins: spin rotation is broken and time reversal is kept.

The triplet response of this pair has $(\hbar\omega)^2=(-2K)(-4K)=8K^2$, so $\hbar\omega=\sqrt8\,K=2.79$ eV is real although both curvatures are negative. The computed triplet spectrum of this reference contains no imaginary frequency at all. Neither does the singlet spectrum, where $S_+=0$ gives this pair $\omega=0$; both statements also hold in aug-cc-pVTZ. Real response frequencies therefore do not prove that a determinant is stable; the eigenvalues of $A+B$ and $A-B$ must be examined separately.
